# Thermal runaway of a uniformly heated dielectric at fixed voltage

A leaky dielectric plate sits between electrodes at a constant dc voltage. The leakage current warms it, the warmer plate conducts better, and the larger current warms it further. Heat escapes through the faces. Up to a certain voltage the plate can settle at a steady temperature; above it, the plate heats without settling. What is the highest field at which it can settle, and how warm is it then?

## The energy balance

Let the plate have thickness $d$ and face area $A$, and let $\theta$ be its temperature rise above the ambient temperature $T_0$. Four assumptions define the model:

- The temperature is the same throughout the plate.
- The current is ohmic and limited by the bulk, with conductivity $\sigma(\theta)$.
- The field $E$ is held fixed.
- Each face loses heat $h\theta$ per unit area and time, with constant $h$; edges and leads lose none.

Joule heating deposits $\sigma E^2$ per unit volume. With heat capacity $C$ per unit volume,

$$C\,Ad\,\frac{d\theta}{dt}=Ad\,\sigma(\theta)E^2-2hA\,\theta .$$

Dividing by $Ad$ gives

$$C\frac{d\theta}{dt}=\sigma(\theta)E^2-G\theta,\qquad G=\frac{2h}{d}. \tag{1}$$

The factor 2 counts the two cooled faces. The time $\tau=C/G$ is the cooling time of the plate with the field off.

## First case: constant conductivity

With $\sigma=\sigma_0$, a plate starting at ambient temperature follows

$$\theta(t)=\frac{\sigma_0E^2}{G}\left(1-e^{-t/\tau}\right).$$

It settles at every field. Heating alone does not cause runaway; the heating must grow with temperature.

## Second case: conductivity linear in the rise

Take $\sigma=\sigma_0(1+a\theta)$ with $a>0$. Equation (1) becomes

$$C\frac{d\theta}{dt}=\sigma_0E^2-(G-a\sigma_0E^2)\theta .$$

The feedback reduces the effective cooling coefficient. While that coefficient is positive, the steady rise is

$$\theta=\frac{\sigma_0E^2}{G-a\sigma_0E^2}.$$

For $a\to0$ this returns the first case. The steady state disappears when $a\sigma_0E^2=G$, but the rise grows without bound as that field is approached. A threshold field therefore exists here without a finite critical temperature. The combination that matters is

$$x=\frac{a\sigma_0E^2}{G}, \tag{2}$$

and the linear law has its threshold at $x=1$.

## Third case: exponential conductivity

Now let $\sigma=\sigma_0e^{a\theta}$. A steady state requires

$$\sigma_0E^2e^{a\theta}=G\theta
\quad\Longleftrightarrow\quad
\sigma_0E^2=G\theta e^{-a\theta}. \tag{3}$$

The right side of the second form does not contain the field. Its derivative is

$$\frac{d}{d\theta}\left(G\theta e^{-a\theta}\right)=G(1-a\theta)e^{-a\theta},$$

positive for $\theta<1/a$ and negative for $\theta>1/a$. The function rises from zero to a single maximum at

$$\theta_c=\frac1a, \tag{4}$$

where it equals $G/(ea)$, with $e$ the base of natural logarithms. Equation (3) can be satisfied only if $\sigma_0E^2$ does not exceed this value, so

$$E_c=\sqrt{\frac{G}{e\,a\,\sigma_0}}=\sqrt{\frac{2h}{e\,a\,\sigma_0 d}},\qquad
V_c=E_cd=\sqrt{\frac{2hd}{e\,a\,\sigma_0}}. \tag{5}$$

In a plot of power against $\theta$, the heating curve touches the cooling line at $E_c$. Equal heights give $\sigma_0E^2e^{a\theta}=G\theta$, equal slopes give $a\sigma_0E^2e^{a\theta}=G$, and dividing the second by the first gives $a=1/\theta$.

In terms of (2) the threshold is $x=1/e$, compared with $x=1$ for the linear law. The curvature of the exponential lowers the critical field by a factor $\sqrt e$ and makes the critical rise finite.

At fixed $h$, $a$ and $\sigma_0$, a thicker plate has a lower critical field but a higher critical voltage, $V_c\propto\sqrt d$. Its volume per cooled area is larger, which is why the voltage does not grow in proportion to $d$.

### The two steady states below threshold

Put $u=a\theta$. Equation (3) reads $ue^{-u}=x$, or

$$(-u)e^{-u}=-x .$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so $-u=W(-x)$ and

$$\theta=-\frac{W(-x)}{a},\qquad x=\frac1e\left(\frac{E}{E_c}\right)^2. \tag{6}$$

For $0<x<1/e$ there are two real branches. The principal branch gives the lower rise $\theta_1<1/a$, the other the upper rise $\theta_2>1/a$.

As a weak-field limit, solve $u=xe^u$ by iteration: $u=x+x^2+\dots$ on the lower branch. The leading term is $\theta_1=\sigma_0E^2/G$, the constant-conductivity result.

### Which state is stable

Write (1) as $d\theta/dt=F(\theta)$. At a steady rise $\theta_*$,

$$F'(\theta_*)=\frac{a\sigma_0E^2e^{a\theta_*}-G}{C}=\frac{a\theta_*-1}{\tau}, \tag{7}$$

because $\sigma_0E^2e^{a\theta_*}=G\theta_*$. A small deviation decays at $\theta_1$ and grows at $\theta_2$.

Large deviations follow from the shape of $F$. It is positive at $\theta=0$ and convex, so it is positive below $\theta_1$, negative between the roots and positive above $\theta_2$. A plate that starts anywhere from ambient up to just below $\theta_2$ returns to $\theta_1$, even if it starts hotter than $1/a$. One that starts above $\theta_2$ runs away although $E<E_c$.

The rise $1/a$ is thus not a trip temperature valid at every field. It is the largest rise the plate can hold in a stable or marginal steady state at fixed field, and the rise at $E_c$ approaches it as the field is raised ever more slowly. The lag in a ramp is not small, because the response slows near the threshold: with the field raised linearly from zero to $E_c$, the rise at $E_c$ is 71% of $1/a$ for a ramp lasting $100\tau$ and 86% for $1000\tau$, and the shortfall shrinks only as the inverse cube root of the ramp time. Above $E_c$, $F$ is positive everywhere and every start runs away.

## How long runaway takes

With $s=t/\tau$ and $v=a\theta-1$, equation (1) becomes

$$\frac{dv}{ds}=\left(\frac{E}{E_c}\right)^2e^{v}-1-v. \tag{8}$$

At $E=E_c$ and small $v$, the right side is $e^v-1-v\approx v^2/2$. For an approach from below set $v=-w$, so that $dw/ds=-w^2/2$. Integration gives $1/w=s/2+\text{const}$, and at long times

$$1-a\theta\approx\frac{2\tau}{t}.$$

The approach is algebraic because the restoring rate (7) vanishes at threshold.

Slightly above threshold, write $(E/E_c)^2=1+\varepsilon$. Near $v=0$ the rate is approximately $\varepsilon+v^2/2$; the leading omitted terms, $\varepsilon v$ and $v^3/6$, are smaller by a factor of order $\sqrt\varepsilon$ where $v\sim\sqrt\varepsilon$. The plate lingers there for

$$\frac t\tau\approx\int_{-\infty}^{\infty}\frac{dv}{\varepsilon+v^2/2}
=\pi\sqrt{\frac2\varepsilon}.$$

For a small relative overshoot $\eta=E/E_c-1$, $\varepsilon\approx2\eta$, hence

$$t\approx\frac{\pi\tau}{\sqrt\eta}. \tag{9}$$

A short stress applied just above $E_c$ can therefore end before visible runaway.

Far beyond the slow region the exponential dominates, and $\int d\theta/F(\theta)$ converges at its upper end. The model reaches infinite temperature in a finite time. That divergence comes from extending the exponential law to every temperature, which no real material allows.

## Changing the drive: fixed current

If the current density $J$ is held fixed instead, the heating is $J^2/\sigma$ and

$$C\frac{d\theta}{dt}=\frac{J^2}{\sigma_0}e^{-a\theta}-G\theta .$$

The right side decreases steadily with $\theta$, so there is one steady state and it is stable, within the uniform model. Along these states (3) still relates $E$ to $\theta$: the field rises until $\theta=1/a$ and then falls while the current continues to grow. The runaway threshold at fixed voltage is the point where this current-field curve turns back.

## Allowing the temperature to vary through the thickness

Let $\kappa$ be the thermal conductivity and $z$ the distance from the mid-plane in units of $d/2$. In a steady state the current density is the same at every depth, so the local field is weaker where the plate is warmer. As a first approximation for small temperature differences, take the field as uniform, $E=V/d$; this step is checked below. The steady heat equation and the surface condition are then

$$u''+\delta e^u=0,\qquad -u'(1)=B\,u(1),$$

$$\delta=\frac{a\sigma_0E^2d^2}{4\kappa},\qquad B=\frac{hd}{2\kappa}.$$

The Biot number $B$ compares internal with surface thermal resistance. Try $u=u_0-2\ln\cosh(cz)$. Then $u''=-2c^2/\cosh^2(cz)$ and $e^u=e^{u_0}/\cosh^2(cz)$, so the equation holds if $\delta=2c^2e^{-u_0}$. With surface value $u_s$, the surface condition and the profile give

$$2c\tanh c=Bu_s,\qquad u_0=u_s+2\ln\cosh c .$$

For small $B$, $c$ is small. Using $c\tanh c\approx c^2-c^4/3$ and $2\ln\cosh c\approx c^2$,

$$2c^2\approx Bu_s\left(1+\frac{Bu_s}{6}\right),\qquad
u_0\approx u_s+\frac{Bu_s}{2},$$

$$\frac{\delta}{B}\approx u_se^{-u_s}\left(1-\frac{Bu_s}{3}\right).$$

The leading maximum is at $u_s=1$, where $\delta=B/e$; inserting the definitions recovers (5). To first order the shift of the maximum does not alter its height, so the critical field is multiplied by $1-B/6$.

Now let the current density $J$ be uniform instead. The heating is $J^2/\sigma$, and

$$u''=-\gamma e^{-u},\qquad \gamma=\frac{aJ^2d^2}{4\kappa\sigma_0}.$$

Write $m$ for the average of $e^{-u}$ over $0<z<1$. Integrating the equation from the mid-plane to the surface gives $Bu_s=\gamma m$. The voltage is $V=Jdm/\sigma_0$, so with $E=V/d$ the definition of $\delta$ gives $\delta=\gamma m^2=Bu_sm$. To first order $u=u_s+Bu_s(1-z^2)/2$, and the average of $(1-z^2)/2$ is $1/3$, so $m\approx e^{-u_s}(1-Bu_s/3)$. This is the same $\delta/B$ as before, so the factor $1-B/6$ stands. The numerical values below use the uniform-field form, which is sufficient at small $B$.

In the opposite limit, $B\to\infty$, the surfaces stay at ambient temperature and $u_s=0$. The uniform-field form no longer applies, so use uniform $J$. Multiplying $u''=-\gamma e^{-u}$ by $u'$ and integrating from the mid-plane, where $u'=0$ and $u=u_0$, gives $u'^2=2\gamma(e^{-u}-e^{-u_0})$. At the surface $u'(1)^2=\gamma^2m^2=\gamma\delta$, hence $\delta=2(1-e^{-u_0})$. This rises towards 2 as the centre becomes hotter without bound. Since $\delta=a\sigma_0V^2/(4\kappa)$, the limiting voltage for the exponential law is given by $V_c^2=8\kappa/(a\sigma_0)$, independent of thickness. The law $V_c\propto\sqrt d$ thus requires cooling limited by the surface.

## A nickel oxide plate

NiO is not ferroelectric. It serves here as a leaky oxide with thermally activated hole conduction, to which the same heat balance applies. Consider a square ceramic plate, 2 cm on a side and 0.10 cm thick, in still air at 300 K. Rough inputs are an activation energy $E_a=0.50$ eV, $\sigma_0=10^{-7}$ S/cm, $h=10^{-3}$ W/(cm² K) and $C=4$ J/(cm³ K).

An activated conductivity is

$$\sigma=\sigma_0\exp\left[\frac{E_a}{k_B}\left(\frac1{T_0}-\frac1{T_0+\theta}\right)\right]
=\sigma_0\exp\left[\frac{a\theta}{1+\theta/T_0}\right],\quad a=\frac{E_a}{k_BT_0^2}. \tag{10}$$

The exponential law is its form for $a\theta^2\ll T_0$, a stricter condition here than $\theta\ll T_0$. It overstates the conductivity by 5% at a rise of 15.5 K and by 22% at 32 K. Here $a=0.06447$ K⁻¹, so $1/a=15.5$ K. The loss coefficient is $G=2(10^{-3})/0.10=0.020$ W/(cm³ K), and $\tau=4/0.020=200$ s. Equation (5) gives

$$E_c=\sqrt{\frac{0.020}{2.718\times0.06447\times10^{-7}}}\ \text{V/cm}=1.07\ \text{kV/cm},$$

or 0.00107 MV/cm, and $V_c=107$ V. Integrating (1) in time and narrowing down the field that separates settling from runaway gives 1.0683 kV/cm, the same as the formula to the digits printed. Doubling $d$ with the other inputs fixed multiplies the critical voltage found this way by 1.4142, as $\sqrt d$ requires.

At threshold the conductivity is $e\sigma_0$, so the steady current density, 0.29 mA/cm², is $e$ times its value in a cold plate at the same field.

At 0.90 kV/cm, $x=(0.90/1.0683)^2/e=0.261$. With the exponential law the steady rises are 5.9 K and 32.1 K; with (10) the lower one hardly changes, but the upper one moves to 40.6 K. In time integration with the exponential law, a start 3% below the upper rise, about 31 K and twice $1/a$, returns to 5.9 K; a start 3% above it runs away.

At 1% above $E_c$, (9) gives $\pi(200)/\sqrt{0.01}=6283$ s. Integrating the full rate with the exponential law up to a rise of 100 K gives 5658 s, so the estimate is 11% too long relative to that value. With (10) the threshold itself lies 2.8% above (5), and the plate would settle at this field, at a rise of 13.0 K. At 1.20 kV/cm the time to 100 K is 1186 s with the exponential law and 1533 s with (10), whose conductivity grows more slowly.

## What the simple threshold leaves out

For any conductivity law that depends on temperature alone, linear cooling gives $E^2=G\theta/\sigma(\theta)$. A stationary point satisfies $d\ln\sigma/d\theta=1/\theta$. For (10) this is

$$\frac{aT_0^2}{(T_0+\theta)^2}=\frac1\theta
\quad\Longrightarrow\quad
\theta^2+(2T_0-aT_0^2)\theta+T_0^2=0 .$$

The smaller root is 17.4 K, and the critical field rises by 2.8% relative to (5). The product of the roots is $T_0^2$, so the other lies near $300^2/17.4\approx5200$ K. Only above that rise would the saturating conductivity formally restore stable hot states, far beyond any temperature the plate survives.

The shape of the cooling law also shifts the threshold, and the change in field depends on the rise at which the laws are matched. If the loss varies as $\theta^n$, the maximum of $\theta^ne^{-a\theta}$ lies at $\theta=n/a$. For natural convection, taken with $n=5/4$ and matched to the linear loss at $1/a$, the critical rise becomes 19.4 K while the field changes by 1.5%. A loss with the temperature dependence of radiation, matched at small rise, gives 16.8 K and 4.1%. This tests only the shape of the law: in surroundings at 300 K even a black body loses only about $6\times10^{-4}$ W/(cm² K) at small rise and $6.6\times10^{-4}$ W/(cm² K) at a rise of 15.5 K, so radiation alone cannot supply the assumed $h$. Edges add 10% to the cooled area; if they cool like the faces, the field rises by $\sqrt{1.10}-1=4.9\%$.

The largest change listed in the output comes from a field-dependent conductivity, taken in its strongest form. Poole-Frenkel emission lowers the barrier around a charged centre by $\sqrt{q^3E/(\pi\epsilon_0\epsilon_\infty)}$, with $q$ the elementary charge. For a rough optical permittivity $\epsilon_\infty=5$ this is 11 meV at $E_c$, a little under half of $k_BT_0\approx26$ meV. Applied in full, as an upper estimate for this mechanism, and with $\sigma_0$ kept as the low-field conductivity, it lowers the threshold by 17% to 0.887 kV/cm. The field of 0.90 kV/cm, safe in the simple model, would then be unsafe. With (10), the full Poole-Frenkel lowering and edge loss together, the threshold is 0.951 kV/cm, 11% below (5). The formula, however, assumes escape straight along the field and a lowering larger than $k_BT$, which is not the case here. Averaging the escape over all directions reduces the 17% to about 7%, and Onsager's theory, which treats the escape as diffusion in a weak field, reduces it to about 1% or less. The true shift may therefore be smaller than that from edge loss.

Other effects are smaller here. With $\kappa=0.20$ W/(cm K), $B=2.5\times10^{-4}$; the centre is 1.9 mK warmer than the surface, and the field shifts by $-0.0042\%$, in agreement with $-B/6$. Trap-free space-charge current, $\tfrac98\epsilon\mu V^2/d^3$, equals the cold ohmic current at $V=8\sigma_0d^2/(9\epsilon\mu)$. For static permittivity 12 and a mobility $\mu=1$ cm²/(V s), an upper guess, this is 837 V, well above $V_c$. Electronic breakdown, on a rough scale of 1 MV/cm for thin films, needs a field about a thousand times $E_c$. Ceramics a millimetre thick usually fail at lower fields, roughly 0.1 MV/cm, which is still about a hundred times $E_c$.

For real NiO the most uncertain input is $\sigma_0$, which varies by orders of magnitude with nickel vacancies and doping. Since $E_c\propto\sigma_0^{-1/2}$, a hundredfold increase at fixed $a$ and $h$ lowers the threshold tenfold, far more than any correction above. The example therefore shows a regime, not a rating for NiO parts. Thin ferroelectric films differ further: they lose heat mainly into a substrate and can work at fields hundreds of times higher, where leakage need not be ohmic. For them $G$ and $\sigma(E,\theta)$ must be found for the actual stack before the balance is used. Current crowding at defects also breaks the assumption of uniform heating, and (5) does not bound the field at which such a spot fails. The inputs and main results are listed in the numerical output below.

## Computed values

```
ambient temperature          300 K
activation energy            0.50 eV
ambient conductivity         1.0e-07 S/cm
plate thickness              0.10 cm
plate side                   2.0 cm
cooling per face h           1.0e-03 W/cm2/K
heat capacity C              4.0 J/cm3/K
heat conductivity            0.20 W/cm/K
optical permittivity         5 (relative)
static permittivity          12 (relative)
hole mobility, upper guess   1.0 cm2/Vs
loss coefficient G           0.0200 W/cm3/K
cooling time tau             200 s
growth coefficient a         0.06447 1/K
critical rise 1/a            15.51 K
critical field               1.0683 kV/cm
critical field               0.001068 MV/cm
critical voltage             106.8 V
critical field, evolution    1.0683 kV/cm
voltage ratio, doubled d     1.4142
current density at threshold 0.290 mA/cm2
heating at threshold         0.3102 W/cm3
safe field                   0.90 kV/cm
x at safe field              0.2611
lower steady rise            5.94 K
upper steady rise            32.12 K
time to 100 K, 1% over       5658 s
passage estimate, 1% over    6283 s
overload field               1.20 kV/cm
time to 100 K, exponential   1186 s
time to 100 K, Arrhenius     1533 s
neglected effects: critical field, change, critical rise
Arrhenius law    1.098 kV/cm +2.8 % 17.4 K
Poole-Frenkel    0.887 kV/cm -17.0 % 15.8 K
all radiation    1.112 kV/cm +4.1 % 16.8 K
all convection   1.084 kV/cm +1.5 % 19.4 K
edge loss        1.120 kV/cm +4.9 % 15.5 K
Arrh.+P-F+edges  0.951 kV/cm -11.0 % 17.8 K
barrier lowering at E_c      11.1 meV
edge area / face area        0.10
Biot number                  2.50e-04
field change, inner gradient -0.0042 %
centre minus surface         1.94 mK
space-charge crossover       837 V
rough electronic breakdown   1 MV/cm
E_c / electronic breakdown   1.1e-03
```
